# Sheet kinetic inductance of a thin dirty superconductor at zero temperature: a numerical check

```python
"""Sheet kinetic inductance of a thin dirty superconductor at zero temperature.

Result under test:  L_k = hbar * R_n / (pi * gap),  for hbar*omega << 2*gap.
R_n  : normal-state sheet resistance (ohm per square)
gap  : BCS gap parameter Delta (meV); absorption starts at 2*Delta
w    : photon energy hbar*omega (meV)
sigma1, sigma2 : real and (minus) imaginary conductivity over the normal one
The Mattis-Bardeen integrals are evaluated by quadrature and compared with
closed forms; the sum rule and a finite-scattering formula give further checks.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipe

HBAR = const.hbar / const.e * 1e3      # meV s
KB = const.k / const.e * 1e3           # meV / K
MU0 = const.mu_0


def sigma2_quadrature(w, gap, kT=0.0):
    """Mattis-Bardeen sigma2/sigma_n for w < 2*gap, from its integral."""
    def smooth(E):
        occupation = np.tanh((E + w) / (2 * kT)) if kT > 0 else 1.0
        top = E * E + gap * gap + w * E
        return occupation * top / np.sqrt((gap + E) * (E + w + gap))
    # the inverse square roots at both ends are carried by the weight
    return quad(smooth, gap - w, gap, weight='alg', wvar=(-0.5, -0.5))[0] / w


def sigma1_quadrature(w, gap):
    """Mattis-Bardeen sigma1/sigma_n at T = 0 for w > 2*gap."""
    def smooth(E):
        top = E * (w - E) - gap * gap
        return top / np.sqrt((E + gap) * (w - E + gap))
    return quad(smooth, gap, w - gap, weight='alg', wvar=(-0.5, -0.5),
                epsrel=1e-10, limit=200)[0] / w


def inductance(R_n, gap):
    """Derived formula, in henry per square."""
    return HBAR * R_n / (np.pi * gap)


def gap_at(T, gap0):
    """Weak-coupling BCS gap at temperature T (K)."""
    kT = KB * T

    def mismatch(g):
        def integrand(xi):
            E = np.hypot(xi, g)
            return 2 / (E * (np.exp(E / kT) + 1))
        return np.log(g / gap0) + quad(integrand, 0, 60 * kT, limit=200)[0]
    return brentq(mismatch, 1e-3 * gap0, gap0)


# Inputs of the example
R_n = 500.0            # ohm per square
gap = 1.0              # meV
thickness = 5e-9       # m
mean_free_path = 0.5e-9
v_fermi = 1e6          # m/s
width, length = 1e-6, 100e-6
frequency = 5e9        # Hz
omega = 2 * np.pi * frequency
w_use = HBAR * omega

# Closed form of sigma2 against the defining integral, up to near the gap edge
for w in (0.02, 0.5, 1.0, 1.8):
    closed = 2 * gap / w * ellipe((w / (2 * gap))**2)
    assert abs(sigma2_quadrature(w, gap) / closed - 1) < 1e-7

# Leading frequency correction of the inductance
for w in (0.1, 0.2):
    rise = np.pi * gap / w / sigma2_quadrature(w, gap) - 1
    assert abs(rise / ((w / (2 * gap))**2 / 4) - 1) < 0.01

# Inductance at the working frequency from the integral, against the formula
L_k = inductance(R_n, gap)
L_quad = R_n / (omega * sigma2_quadrature(w_use, gap))
assert abs(L_quad / L_k - 1) < 1e-4
assert abs(L_k * 1e12 - 105) < 0.5

# Sum rule: absorption missing from sigma1 fixes the same inductance.
# The integral is cut at 5000 times the absorption edge; the lost tail is
# about 5e-4 of the total, which sets the tolerance.
s_max = np.log(5000.0)
nodes, weights = np.polynomial.legendre.leggauss(60)
s = 0.5 * s_max * (nodes + 1)
w_grid = 2 * gap * np.exp(s)
missing = np.array([1 - sigma1_quadrature(w, gap) for w in w_grid])
area = 2 * gap + 0.5 * s_max * np.sum(weights * missing * w_grid)
L_sum = np.pi * HBAR * R_n / (2 * area)
assert abs(L_sum / L_k - 1) < 1e-3

# Temperature: closed form against the thermal Mattis-Bardeen integral
T_c = gap * np.exp(np.euler_gamma) / (np.pi * KB)
near_tc = gap_at(0.999 * T_c, gap) / gap
assert abs(near_tc / (1.74 * np.sqrt(0.001)) - 1) < 0.02
thermal = {}
for T in (1.0, 4.0):
    g = gap_at(T, gap)
    L_T = L_k * gap / g / np.tanh(g / (2 * KB * T))
    w_small = 0.002
    L_int = HBAR * R_n / (w_small * sigma2_quadrature(w_small, g, KB * T))
    # the photon energy is small but finite, hence the tolerance
    assert abs(L_int / L_T - 1) < 2e-3
    thermal[T] = (g, L_T)

# Finite scattering time: superfluid fraction by quadrature and closed form
tau = mean_free_path / v_fermi
xi0 = HBAR * v_fermi / (np.pi * gap)


def dirty_factor(Gamma):
    """Inductance over its dirty limit at the same R_n, closed form."""
    root = np.sqrt(Gamma**2 - gap**2)
    return 1 / (1 - 2 * gap / np.pi * np.arccosh(Gamma / gap) / root)


def dirty_factor_quadrature(Gamma):
    # x = gap*sinh(v) makes the integrand decay exponentially
    def integrand(v):
        E = gap * np.cosh(v)
        return gap**2 / (E * (E + Gamma))
    fraction = quad(integrand, 0, 40, limit=200)[0]
    return np.pi * gap / (2 * Gamma) / fraction


Gamma_use = HBAR / (2 * tau)
for Gamma in (3.0, 50.0, Gamma_use):
    ratio = dirty_factor_quadrature(Gamma) / dirty_factor(Gamma)
    assert abs(ratio - 1) < 1e-6
L_mfp = L_k * dirty_factor(Gamma_use)

# Magnetic inductance of the strip: average over pairs of current filaments


def filament_pair(sep):
    return MU0 / (2 * np.pi) * (length * np.arcsinh(length / sep)
                                - np.hypot(length, sep) + sep)


L_mag = quad(lambda x: 2 * (1 - x) * filament_pair(x * width), 0, 1)[0]
L_mag_formula = MU0 * length / (2 * np.pi) * (np.log(2 * length / width) + 0.5)
# the formula drops terms of relative order width/length
assert abs(L_mag / L_mag_formula - 1) < 2e-3
squares = length / width
L_mag_sq = L_mag / squares

# Length scales and phase stiffness
lam = np.sqrt(L_k * thickness / MU0)
pearl = 2 * L_k / MU0
stiffness_K = (const.hbar / (2 * const.e))**2 / L_k / const.k
assert thickness < 0.05 * lam and width < 0.05 * pearl
assert mean_free_path < 0.05 * xi0 and stiffness_K > T_c

print(f"Normal sheet resistance: {R_n:.0f} ohm per square")
print(f"Gap parameter Delta: {gap:.3f} meV")
print(f"hbar: {HBAR:.5e} meV s")
print(f"hbar/Delta: {HBAR / gap * 1e12:.5f} ps")
print(f"Sheet kinetic inductance, formula: {L_k * 1e12:.2f} pH per square")
print(f"Same in nH: {L_k * 1e9:.4f} nH per square")
print(f"Same from integral at 5 GHz: {L_quad * 1e12:.2f} pH per square")
print(f"Same from sum rule: {L_sum * 1e12:.2f} pH per square")
print(f"Missing area, numerical: {area:.4f} meV")
print(f"Missing area, pi^2 Delta/2: {np.pi**2 * gap / 2:.4f} meV")
print(f"If 1 meV were 2 Delta: {inductance(R_n, gap/2)*1e12:.2f} pH per square")
print(f"Frequency: {frequency / 1e9:.1f} GHz")
print(f"Photon energy: {w_use:.5f} meV")
print(f"sigma2/sigma_n at 5 GHz: {sigma2_quadrature(w_use, gap):.2f}")
print(f"Sheet reactance at 5 GHz: {omega * L_k:.3f} ohm per square")
print(f"Relative rise of L from frequency: {L_quad / L_k - 1:.2e}")
for w in (0.5, 1.0, 1.8):
    value = sigma2_quadrature(w, gap)
    print(f"w = {w:.1f} meV: sigma2/sigma_n = {value:.5f}, "
          f"low-frequency form = {np.pi * gap / w:.5f}")
print(f"Weak-coupling critical temperature: {T_c:.2f} K")
for T, (g, L_T) in thermal.items():
    print(f"T = {T:.0f} K: Delta = {g:.4f} meV, "
          f"L = {L_T * 1e12:.2f} pH per square")
    print(f"T = {T:.0f} K: relative rise of L = {L_T / L_k - 1:.2e}")
print(f"Thickness: {thickness * 1e9:.1f} nm")
print(f"Resistivity: {R_n * thickness * 1e8:.0f} microohm cm")
print(f"Penetration depth: {lam * 1e9:.0f} nm")
print(f"(thickness/penetration depth)^2: {(thickness / lam)**2:.2e}")
print(f"Pearl length: {pearl * 1e6:.0f} micrometre")
print(f"Mean free path: {mean_free_path * 1e9:.2f} nm")
print(f"Fermi velocity: {v_fermi:.1e} m/s")
print(f"Scattering time: {tau * 1e15:.2f} fs")
print(f"hbar/(2 tau): {Gamma_use:.1f} meV")
print(f"Clean coherence length xi0: {xi0 * 1e9:.0f} nm")
print(f"L with finite mean free path: {L_mfp * 1e12:.2f} pH per square")
print(f"Relative rise from mean free path: {100*(L_mfp/L_k - 1):.2f} percent")
print(f"Strip: {width*1e6:.0f} by {length*1e6:.0f} micrometre, "
      f"{squares:.0f} squares")
print(f"Kinetic inductance of strip: {L_k * squares * 1e9:.3f} nH")
print(f"Magnetic inductance of strip: {L_mag * 1e9:.4f} nH")
print(f"Magnetic inductance: {L_mag_sq * 1e12:.3f} pH per square")
print(f"Magnetic over kinetic: {100 * L_mag_sq / L_k:.2f} percent")
print(f"Phase stiffness J/k_B: {stiffness_K:.1f} K")
print(f"Phase stiffness over k_B T_c: {stiffness_K / T_c:.1f}")
print("success")
```

Printed output:

```
Normal sheet resistance: 500 ohm per square
Gap parameter Delta: 1.000 meV
hbar: 6.58212e-13 meV s
hbar/Delta: 0.65821 ps
Sheet kinetic inductance, formula: 104.76 pH per square
Same in nH: 0.1048 nH per square
Same from integral at 5 GHz: 104.76 pH per square
Same from sum rule: 104.81 pH per square
Missing area, numerical: 4.9325 meV
Missing area, pi^2 Delta/2: 4.9348 meV
If 1 meV were 2 Delta: 209.52 pH per square
Frequency: 5.0 GHz
Photon energy: 0.02068 meV
sigma2/sigma_n at 5 GHz: 151.92
Sheet reactance at 5 GHz: 3.291 ohm per square
Relative rise of L from frequency: 2.67e-05
w = 0.5 meV: sigma2/sigma_n = 6.18383, low-frequency form = 6.28319
w = 1.0 meV: sigma2/sigma_n = 2.93492, low-frequency form = 3.14159
w = 1.8 meV: sigma2/sigma_n = 1.30189, low-frequency form = 1.74533
Weak-coupling critical temperature: 6.58 K
T = 1 K: Delta = 1.0000 meV, L = 104.76 pH per square
T = 1 K: relative rise of L = 2.49e-05
T = 4 K: Delta = 0.9019 meV, L = 134.46 pH per square
T = 4 K: relative rise of L = 2.84e-01
Thickness: 5.0 nm
Resistivity: 250 microohm cm
Penetration depth: 646 nm
(thickness/penetration depth)^2: 6.00e-05
Pearl length: 167 micrometre
Mean free path: 0.50 nm
Fermi velocity: 1.0e+06 m/s
Scattering time: 0.50 fs
hbar/(2 tau): 658.2 meV
Clean coherence length xi0: 210 nm
L with finite mean free path: 105.49 pH per square
Relative rise from mean free path: 0.70 percent
Strip: 1 by 100 micrometre, 100 squares
Kinetic inductance of strip: 10.476 nH
Magnetic inductance of strip: 0.1160 nH
Magnetic inductance: 1.160 pH per square
Magnetic over kinetic: 1.11 percent
Phase stiffness J/k_B: 74.9 K
Phase stiffness over k_B T_c: 11.4
success
```
